# Can two honeycomb orbitals describe twisted bilayer graphene's flat bands?: test program

```python
"""
Result under test: one valley's flat-band pair of twisted bilayer graphene has
two Dirac nodes of EQUAL chirality (Euler number of modulus 1), whereas every
two-orbital honeycomb model with local C2T has total node chirality ZERO.
Symbols: HV = hbar*v (eV nm), KTH = distance of the two moire Dirac points (1/nm),
w0, w1 = same- and opposite-sublattice tunnelling (eV), ratio = w0/w1.
Plane vectors are complex numbers x + i y. C2T = sigma_x times conjugation.
"""
import numpy as np
from scipy import constants as const

A_LAT, HV, W1, RATIO = 0.246, 0.60, 0.110, 0.8
TWIST_DEG = 1.15
TWIST = np.deg2rad(TWIST_DEG)
KTH = 8 * np.pi / (3 * A_LAT) * np.sin(TWIST / 2)
PERIOD = A_LAT / (2 * np.sin(TWIST / 2))
Q = [KTH * np.exp(1j * (-np.pi / 2 + 2 * np.pi * j / 3)) for j in range(3)]
B1, B2 = Q[1] - Q[0], Q[2] - Q[0]
K_NODE, KP_NODE, GAMMA = 0j, -Q[0], Q[0]
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
TO_REAL = np.array([[1, 1j], [1, -1j]]) / np.sqrt(2)  # columns invariant under C2T


class Moire:
    """Continuum model of one valley in a plane-wave basis."""

    def __init__(self, ratio=RATIO, pauli=0.0, potential=0.0, radius=5.7):
        self.sites = [(lay, m, n) for lay in (0, 1) for m in range(-9, 10)
                      for n in range(-9, 10)
                      if abs(m * B1 + n * B2 + lay * Q[0]) < radius * KTH]
        self.index = {s: i for i, s in enumerate(self.sites)}
        self.count = len(self.sites)
        self.dim, self.low = 2 * self.count, self.count - 1
        half = np.array([s[0] - 0.5 for s in self.sites])
        self.offset = np.array([m * B1 + n * B2 + lay * Q[0]
                                for lay, m, n in self.sites]) + half * potential
        self.turn = np.exp(1j * pauli * half)
        tun = np.zeros((self.dim, self.dim), complex)
        for (lay, m, n), i in self.index.items():
            if lay == 1:
                continue
            for j, (dm, dn) in enumerate([(0, 0), (1, 0), (0, 1)]):
                o = self.index.get((1, m + dm, n + dn))
                if o is None:
                    continue
                phi = 2 * np.pi * j / 3
                block = W1 * (ratio * np.eye(2) + np.cos(phi) * SX + np.sin(phi) * SY)
                tun[2*i:2*i+2, 2*o:2*o+2] = block
                tun[2*o:2*o+2, 2*i:2*i+2] = block.conj().T
        self.tun = tun
        self.basis = np.kron(np.eye(self.count), TO_REAL)
        rotated = self.basis.conj().T @ tun @ self.basis
        assert abs(rotated.imag).max() < 1e-12
        self.tun_real = rotated.real.copy()
        self.even = 2 * np.arange(self.count)

    def complex_ham(self, k):
        h, e = self.tun.copy(), self.even
        p = HV * (k + self.offset) * self.turn
        h[e + 1, e] += p
        h[e, e + 1] += p.conj()
        return h

    def real_ham(self, k):
        h, e = self.tun_real.copy(), self.even
        p = HV * (k + self.offset) * self.turn
        h[e, e] += p.real
        h[e + 1, e + 1] -= p.real
        h[e, e + 1] -= p.imag
        h[e + 1, e] -= p.imag
        return h

    def shift(self, vec, dm, dn):
        """Periodic image of states when k moves by dm*B1 + dn*B2."""
        out = np.zeros_like(vec)
        for (lay, m, n), i in self.index.items():
            o = self.index.get((lay, m + dm, n + dn))
            if o is not None:
                out[2*i:2*i+2] = vec[2*o:2*o+2]
        return out


def torus(model, size, mass=0.0):
    """Flat-pair states on a closed grid, total width and least remote gap."""
    lo = model.low
    kind = complex if mass else float
    states = np.zeros((size + 1, size + 1, model.dim, 2), kind)
    mass_term = np.diag(np.tile([mass, -mass], model.count)) if mass else None
    levels = []

    def solve(k):
        h = model.complex_ham(k) + mass_term if mass else model.real_ham(k)
        e, u = np.linalg.eigh(h)
        levels.append(e[lo-1:lo+3])
        return u[:, lo:lo+2]

    frac = (np.arange(size) + 0.5) / size - 0.5
    for i in range(size):
        for j in range(size):
            states[i, j] = solve(frac[i] * B1 + frac[j] * B2)
    for k in (K_NODE, KP_NODE, GAMMA):
        solve(k)
    for j in range(size):
        states[size, j] = model.shift(states[0, j], 1, 0)
        states[j, size] = model.shift(states[j, 0], 0, 1)
    states[size, size] = model.shift(states[0, 0], 1, 1)
    e = np.array(levels)
    width = e[:, 2].max() - e[:, 1].min()
    gap = min((e[:, 1] - e[:, 0]).min(), (e[:, 3] - e[:, 2]).min())
    return states, width, gap


def polar(mat):
    u, _, vt = np.linalg.svd(mat, full_matrices=False)
    return u @ vt


def euler_number(states):
    """Winding of the SO(2) Wilson-loop angle of a real two-band subspace."""
    size = states.shape[0] - 1
    orient, angles = 1.0, []
    for j in range(size + 1):
        if j:
            orient *= np.sign(np.linalg.det(states[0, j-1].T @ states[0, j]))
        loop = np.eye(2)
        for i in range(size):
            loop = loop @ polar(states[i, j].T @ states[i+1, j])
        assert np.linalg.det(loop) > 0.9  # orientable along the first direction
        angles.append(orient * np.arctan2(loop[1, 0] - loop[0, 1],
                                          loop[0, 0] + loop[1, 1]))
    assert orient > 0  # orientable along the second direction
    steps = np.angle(np.exp(1j * np.diff(angles)))
    total = steps.sum() / (2 * np.pi)
    assert abs(total - round(total)) < 1e-2
    return int(round(total))


def node_windings(ham, low, start, end, radius):
    """Windings at two nodes, compared by transport of one real frame."""
    def carry(k, frame):
        pair = np.linalg.eigh(ham(k))[1][:, low:low+2]
        return polar(pair @ (pair.T @ frame))

    def circle(centre, frame):
        f = []
        for ang in np.linspace(0, 2 * np.pi, 25):
            k = centre + radius * np.exp(1j * ang)
            fr = carry(k, frame)
            h = fr.T @ ham(k) @ fr
            f.append((h[0, 0] - h[1, 1]) / 2 + 1j * h[0, 1])
        f = np.array(f)
        return int(round(np.angle(f[1:] / f[:-1]).sum() / (2 * np.pi)))

    frame = np.linalg.eigh(ham(start))[1][:, low:low+2]
    first = circle(start, frame)
    for s in np.linspace(0, 1, 25)[1:]:
        frame = carry(start + s * (end - start), frame)
    second = circle(end, frame)
    return first * first, first * second  # first node defines the positive sense


def chern(u):
    l1 = (u[:-1].conj() * u[1:]).sum(-1)
    l2 = (u[:, :-1].conj() * u[:, 1:]).sum(-1)
    flux = np.angle(l1[:, :-1] * l2[1:] * l1[:, 1:].conj() * l2[:-1].conj())
    total = flux.sum() / (2 * np.pi)
    assert abs(total - round(total)) < 1e-2
    return int(round(total))


def honeycomb_nodes(coef):
    """All zeros of f = sum c_mn exp(i(mx+ny)) by Newton search, with signs."""
    g = (np.arange(40) + 0.37) * 2 * np.pi / 40
    x, y = [v.ravel().copy() for v in np.meshgrid(g, g)]

    def values(x, y):
        f = fx = fy = 0
        for m in (-1, 0, 1):
            for n in (-1, 0, 1):
                t = coef[m+1, n+1] * np.exp(1j * (m * x + n * y))
                f, fx, fy = f + t, fx + 1j * m * t, fy + 1j * n * t
        return f, fx, fy, fx.real * fy.imag - fy.real * fx.imag

    for _ in range(80):
        f, fx, fy, det = values(x, y)
        det = np.where(abs(det) < 1e-12, 1e-12, det)
        dx = -(f.real * fy.imag - f.imag * fy.real) / det
        dy = -(fx.real * f.imag - fx.imag * f.real) / det
        scale = np.minimum(1, 0.3 / np.maximum(np.hypot(dx, dy), 1e-15))
        x, y = x + scale * dx, y + scale * dy
    f, _, _, det = values(x, y)
    found, signs = [], []
    for a, b, d in zip(x[abs(f) < 1e-10], y[abs(f) < 1e-10], det[abs(f) < 1e-10]):
        z = np.exp(1j * np.array([a, b]))
        if all(abs(z - w).max() > 1e-5 for w in found):
            found.append(z)
            signs.append(int(np.sign(d)))
    return signs


print(f"graphene lattice constant: {A_LAT:.3f} nm; hbar v: {HV:.2f} eV nm")
print(f"twist: {TWIST_DEG:.2f} deg; w1: {W1*1e3:.0f} meV; w0: {W1*RATIO*1e3:.0f} meV")
print(f"moire period: {PERIOD:.2f} nm; Dirac-point distance: {KTH:.4f} 1/nm")
print(f"w1/(hbar v k_theta): {W1/(HV*KTH):.3f}")

# Honeycomb models with local C2T: arbitrary complex hoppings, no other symmetry
rng = np.random.default_rng(7)
node_counts = []
for trial in range(8):
    signs = honeycomb_nodes(rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3)))
    assert sum(signs) == 0, signs
    node_counts.append(len(signs))
assert max(node_counts) >= 2
print("random honeycomb models, number of nodes:", node_counts)
print("largest |total chirality| among them: 0 required, test passed")


def graphene_like(k):
    f = 1 + np.exp(1j * k.real) + np.exp(1j * k.imag)
    return np.array([[f.real, f.imag], [f.imag, -f.real]])


third = 2 * np.pi / 3
honey = node_windings(graphene_like, 0, third + 2j * third, 2 * third + 1j * third, 0.1)
assert honey == (1, -1)
print("nearest-neighbour honeycomb, relative windings at K, K':", honey)

# C2T makes the continuum Hamiltonian real in a fixed basis
main = Moire()
k_test = 0.21 * B1 - 0.13 * B2
turned = main.basis.conj().T @ main.complex_ham(k_test) @ main.basis
assert np.allclose(turned, main.real_ham(k_test), atol=1e-12)

# Chiral limit: node slope from the overlap of zero modes
chiral = Moire(ratio=0.0)
for name, node in (("K_M", K_NODE), ("K'_M", KP_NODE)):
    left, sing, right = np.linalg.svd(chiral.complex_ham(node)[1::2, 0::2])
    overlap = abs(np.vdot(left[:, -1], right[-1].conj()))
    q = 0.01 * KTH
    slopes = []
    for ang in np.arange(6) * np.pi / 3:
        e = np.linalg.eigvalsh(chiral.real_ham(node + q * np.exp(1j * ang)))
        slopes.append((e[chiral.low+1] - e[chiral.low]) / (2 * q * HV))
    assert sing[-1] < 2e-5
    assert abs(np.mean(slopes) / overlap - 1) < 0.02  # finite q and finite basis
    print(f"chiral limit {name}: v*/v overlap {overlap:.4f}, bands {np.mean(slopes):.4f}")

# From the chiral limit to the realistic tunnelling ratio
for ratio in (0.0, 0.3, 0.6, RATIO):
    model = main if ratio == RATIO else Moire(ratio=ratio)
    size = 18 if ratio == RATIO else 12
    states, width, gap = torus(model, size)
    e2 = euler_number(states)
    wind = node_windings(model.real_ham, model.low, K_NODE, KP_NODE, 0.05 * KTH)
    assert gap > 1e-3 and wind == (1, 1) and abs(e2) == 1
    assert abs(sum(wind)) == 2 * abs(e2)
    print(f"w0/w1 {ratio:.1f}: width {width*1e3:.2f} meV, remote gap {gap*1e3:.2f} meV, "
          f"windings {wind}, |Euler| {abs(e2)}")

# Node census: the real lower flat state changes sign around a plaquette with a node
u = states[..., 0]
s1 = np.sign((u[:-1] * u[1:]).sum(-1))
s2 = np.sign((u[:, :-1] * u[:, 1:]).sum(-1))
cells = np.argwhere(s1[:, :-1] * s2[1:] * s1[:, 1:] * s2[:-1] < 0)
centres = sorted((round((i + 1) / size - 0.5, 4), round((j + 1) / size - 0.5, 4))
                 for i, j in cells.tolist())
assert centres == [(0.0, 0.0), (0.3333, 0.3333)], centres
print(f"flat-pair nodes found on {size}x{size} grid: {len(centres)}")
print("node positions in reciprocal-vector fractions:", centres)
for name, node in (("K_M", K_NODE), ("K'_M", KP_NODE)):
    e = np.linalg.eigvalsh(main.real_ham(node))
    split = e[main.low+1] - e[main.low]
    assert split < 2e-5  # finite plane-wave basis
    print(f"splitting at {name}: {split*1e6:.3f} micro-eV")
large = Moire(radius=7.7)
change = 0.0
for k in (K_NODE, KP_NODE, GAMMA):
    e_s = np.linalg.eigvalsh(main.real_ham(k))[main.low-1:main.low+3]
    e_l = np.linalg.eigvalsh(large.real_ham(k))[large.low-1:large.low+3]
    change = max(change, abs(e_s - e_l).max())
assert change < 1e-4
print(f"basis size {main.dim} -> {large.dim}: largest level change {change*1e6:.2f} micro-eV")

# A uniform sublattice mass turns equal chirality into Chern numbers
MASS = 0.005
massive, _, gap_m = torus(main, 18, MASS)
pair_chern = [chern(massive[..., b]) for b in (0, 1)]
assert gap_m > 1e-3 and abs(pair_chern[0]) == 1 and sum(pair_chern) == 0
e = np.linalg.eigvalsh(main.complex_ham(K_NODE)
                       + np.diag(np.tile([MASS, -MASS], main.count)))
print(f"sublattice mass {MASS*1e3:.0f} meV: flat-band Chern numbers {pair_chern}")
print(f"  gap opened at K_M: {(e[main.low+1]-e[main.low])*1e3:.2f} meV")
grid = 2 * np.pi * ((np.arange(19) + 0.5) / 18 - 0.5)
hc = np.zeros((19, 19, 2, 2), complex)
for i, x in enumerate(grid):
    for j, y in enumerate(grid):
        f = 1 + np.exp(1j * x) + np.exp(1j * y)
        hc[i, j] = np.linalg.eigh(np.array([[0.3, f], [np.conj(f), -0.3]]))[1]
honey_chern = [chern(hc[..., b]) for b in (0, 1)]
assert honey_chern == [0, 0]
print("honeycomb with mass 0.3 t: Chern numbers", honey_chern)

# Sizes of neglected effects for the same numbers
states_r, width_r, gap_r = torus(Moire(pauli=TWIST), 18)
e2_r = euler_number(states_r)
assert gap_r > 1e-3 and abs(e2_r) == 1
print(f"with rotated Pauli matrices: width {width_r*1e3:.2f} meV, "
      f"remote gap {gap_r*1e3:.2f} meV, |Euler| {abs(e2_r)}")
STRAIN, BETA, POISSON = 0.002, 3.1, 0.16
potential = np.sqrt(3) * BETA / (2 * A_LAT) * (1 + POISSON) * STRAIN
states_s, width_s, gap_s = torus(Moire(potential=potential), 18)
print(f"heterostrain {STRAIN*100:.1f} %: hbar v A = {HV*potential*1e3:.1f} meV, "
      f"width {width_s*1e3:.2f} meV, remote gap {gap_s*1e3:.2f} meV")
if gap_s > 1e-3:
    e2_s = euler_number(states_s)
    assert abs(e2_s) == 1
    print(f"  |Euler| with this strain: {abs(e2_s)}")
hop = 2 * HV / (np.sqrt(3) * A_LAT)


def cone(kx):
    return hop * abs(1 + np.exp(1j * kx * A_LAT) + np.exp(1j * kx * A_LAT / 2))


k_valley = 4 * np.pi / (3 * A_LAT)
warp = abs(cone(k_valley + KTH) - cone(k_valley - KTH)) / 2
coulomb = const.e / (4 * np.pi * const.epsilon_0 * 10 * PERIOD * 1e-9)
thermal = const.k * 4.0 / const.e
print(f"trigonal warping at k_theta: {warp*1e3:.2f} meV")
print(f"Coulomb scale, permittivity 10: {coulomb*1e3:.2f} meV; "
      f"ratio to flat width: {coulomb/width:.2f}")
print(f"thermal energy at 4 K: {thermal*1e3:.3f} meV")
print(f"valley wave number / k_theta: {k_valley/KTH:.1f}")
print("all good")
```

Output:

```
graphene lattice constant: 0.246 nm; hbar v: 0.60 eV nm
twist: 1.15 deg; w1: 110 meV; w0: 88 meV
moire period: 12.26 nm; Dirac-point distance: 0.3418 1/nm
w1/(hbar v k_theta): 0.536
random honeycomb models, number of nodes: [2, 4, 4, 4, 4, 4, 2, 6]
largest |total chirality| among them: 0 required, test passed
nearest-neighbour honeycomb, relative windings at K, K': (1, -1)
chiral limit K_M: v*/v overlap 0.0813, bands 0.0813
chiral limit K'_M: v*/v overlap 0.0813, bands 0.0813
w0/w1 0.0: width 27.12 meV, remote gap 104.15 meV, windings (1, 1), |Euler| 1
w0/w1 0.3: width 26.20 meV, remote gap 89.09 meV, windings (1, 1), |Euler| 1
w0/w1 0.6: width 23.36 meV, remote gap 55.51 meV, windings (1, 1), |Euler| 1
w0/w1 0.8: width 20.29 meV, remote gap 29.14 meV, windings (1, 1), |Euler| 1
flat-pair nodes found on 18x18 grid: 2
node positions in reciprocal-vector fractions: [(0.0, 0.0), (0.3333, 0.3333)]
splitting at K_M: 0.000 micro-eV
splitting at K'_M: 1.389 micro-eV
basis size 158 -> 284: largest level change 2.78 micro-eV
sublattice mass 5 meV: flat-band Chern numbers [-1, 1]
  gap opened at K_M: 3.41 meV
honeycomb with mass 0.3 t: Chern numbers [0, 0]
with rotated Pauli matrices: width 20.29 meV, remote gap 28.44 meV, |Euler| 1
heterostrain 0.2 %: hbar v A = 15.2 meV, width 22.88 meV, remote gap 28.02 meV
  |Euler| with this strain: 1
trigonal warping at k_theta: 2.49 meV
Coulomb scale, permittivity 10: 11.75 meV; ratio to flat width: 0.58
thermal energy at 4 K: 0.345 meV
valley wave number / k_theta: 49.8
all good
```
